# Effective degeneracy of a two-valley donor with spin-orbit splitting

## Problem

A donor in a two-dimensional semiconductor binds one electron in an orbital ground state. The conduction band has two equivalent valleys, K and K', so this orbital exists in two valley copies, each with two spin directions. Spin-orbit coupling separates the resulting donor levels by \(\Delta=30\) meV. There is no valley-orbit splitting: the donor does not mix the valleys. A second electron is kept off the donor by repulsion, and the ionised donor has a single internal state.

(a) Find the energies and multiplicities of the one-electron donor states.

(b) Write the probability that the donor is occupied as
\[
f=\frac{1}{1+\frac1g\exp[(E_D-\mu)/kT]},
\]
where \(E_D\) is the lowest donor level and \(\mu\) the Fermi level. Find \(g(T)\).

(c) Evaluate \(g\) at 300 K and examine its limits.

(d) Apply the result to a tungsten disulfide (WS₂) monolayer between layers of hexagonal boron nitride, with \(N_D=10^{12}\) cm⁻² donors at 300 K. Take equal masses \(m=0.30\,m_e\) in both spin branches of the band, a band splitting equal to \(\Delta\), a surrounding dielectric constant \(\kappa=4.5\) and a screening length \(r_0=4.0\) nm. Leave out all other valleys of the conduction band. Find the free-electron density. What error results if the donor has its full \(g\) but the upper spin branch of the band is left out?

## Hints

1. Time reversal exchanges the valleys and reverses the spin. Which of the four states must share an energy?
2. The four states are alternatives for one electron. They are not four orbitals that can be filled independently. Sum Boltzmann weights over the allowed states of the whole donor.
3. A degeneracy factor has a meaning once the energy in the exponential has been fixed. Factor out the weight of the lowest level.
4. In part (d), count the band states with the same care as the donor states, then multiply the electron density by the ratio of ionised to neutral donors.

## Solution

### (a) Four states in two doublets

Let \(\tau=+1\) for K and \(-1\) for K', and \(s=+1\) for spin up and \(-1\) for spin down. Time reversal changes both signs, so it preserves the product \(\tau s\). Choose the spin labels so that K up is a low state. The energies are then
\[
E_{\tau s}=E_D+\frac{\Delta}{2}(1-\tau s).
\]
For K up and K' down, \(\tau s=1\) and the energy is \(E_D\). For K down and K' up, \(\tau s=-1\) and the energy is \(E_D+\Delta\). There are two doublets. Without a magnetic field, time reversal protects the twofold degeneracy of each.

Here \(\Delta\) is the splitting of the donor levels. It equals the splitting of the band if both spin branches bind the electron equally strongly, which is assumed until Variation 2.

### (b) Occupation probability

The donor exchanges electrons with a reservoir at Fermi level \(\mu\). A donor state with \(N\) electrons and energy \(E\) has weight \(\exp[-(E-N\mu)/kT]\). The empty donor, taken as the zero of energy, has weight 1. Adding the four one-electron states gives
\[
Z=1+2e^{-(E_D-\mu)/kT}+2e^{-(E_D+\Delta-\mu)/kT}.
\]
The last exponential is the product of \(e^{-(E_D-\mu)/kT}\) and \(x=e^{-\Delta/kT}\), so
\[
Z=1+(2+2x)e^{-(E_D-\mu)/kT}.
\]
The occupied fraction is the one-electron part of \(Z\) divided by \(Z\):
\[
f=\frac{(2+2x)e^{-(E_D-\mu)/kT}}{1+(2+2x)e^{-(E_D-\mu)/kT}}.
\]
Dividing numerator and denominator by the numerator yields
\[
f=\frac{1}{1+\frac{1}{2+2x}e^{(E_D-\mu)/kT}} .
\]
Comparison with the requested form gives
\[
\boxed{g(T)=2+2e^{-\Delta/kT}.}
\]
The lower doublet counts fully. The upper one counts with its Boltzmann weight, which is why \(g\) need not be an integer.

The exclusion of double occupation matters. At \(\mu=E_D\) the formula gives \(f=g/(1+g)\). If the electrons did not repel, each state would fill independently with its own Fermi function, and the mean electron number at the same \(\mu\) would be
\[
2\cdot\frac12+2\cdot\frac{1}{1+e^{\Delta/kT}}.
\]
Part (c) supplies the numbers.

### (c) The value at room temperature

At 300 K, \(kT=25.852\) meV. Hence
\[
\frac{\Delta}{kT}=\frac{30.0}{25.852}=1.1605,\qquad x=e^{-1.1605}=0.3133,
\]
\[
g=2+2(0.3133)=2.627\approx2.6 .
\]

As an independent test, the donor Hamiltonian was diagonalised in the space of all 16 occupations of the four states, with a repulsion of 10 eV per electron pair. The ratio of one-electron to empty probability, with the factor \(e^{-(E_D-\mu)/kT}\) removed, gives 2.6267, in agreement with the formula.

Among the occupied donors, the fraction in the upper doublet is
\[
\frac{2x}{2+2x}=\frac{x}{1+x}=0.239 .
\]
About one bound electron in four is thermally excited across the splitting. At \(\mu=E_D\) the occupied fraction is \(2.627/3.627=0.724\), whereas independent filling would put 1.477 electrons on the donor.

**Low temperature.** When \(kT\ll\Delta\), \(x\) vanishes exponentially and \(g\to2\), the value for one doublet. At 77 K, \(g=2.02\).

**High temperature.** When \(kT\gg\Delta\), expanding the exponential gives \(g\simeq4-2\Delta/kT\), which tends to 4. This limit is remote here: \(g\) is 2.84 at 400 K, and \(g=3.5\) would require \(x=0.75\), or \(kT=\Delta/\ln(4/3)\approx104\) meV, about 1200 K. Neither integer describes the donor well at room temperature.

**Sensitivity.** Differentiation gives \(dg/d\Delta=-2x/kT=-0.024\) per meV. An uncertainty of 5 meV in the splitting therefore changes \(g\) by about 0.12.

**Reference energy.** Suppose that the exponential is written with the mean donor level \(\bar E=E_D+\Delta/2\). Since \(E_D=\bar E-\Delta/2\),
\[
\frac1g e^{(E_D-\mu)/kT}=\frac{1}{g e^{\Delta/2kT}}e^{(\bar E-\mu)/kT}.
\]
The prefactor is now governed by
\[
g e^{\Delta/2kT}=2e^{\Delta/2kT}+2e^{-\Delta/2kT}=4\cosh\frac{\Delta}{2kT}=4.69 .
\]
The occupation is unchanged, but this factor exceeds the number of states and cannot be read as a count. The value 2.6 belongs with the lowest level.

### (d) Free electrons in the WS₂ example

**Binding energy.** Put the lower band edge at zero, so that \(E_D=-E_b\). The attraction of the donor is modelled by the Rytova–Keldysh potential, which includes the polarisation of the sheet. In Hartree atomic units its Fourier transform is
\[
V(q)=-\frac{2\pi}{q(\kappa+r_0q)} .
\]
At small \(q\) this is the Coulomb attraction reduced by the surroundings; at large \(q\) the polarisation of the layer weakens it further. Numerical solution of the radial Schrödinger equation in this potential gives \(E_b=208.8\) meV.

A trial orbital provides a check that can be followed by hand up to one integral. Take \(\psi=\sqrt{2/\pi}\,a\,e^{-ar}\), which is normalised in the plane. Because \(|\nabla\psi|=a\psi\), the kinetic energy is \(a^2/2m\). The Fourier transform of the density is
\[
\rho(q)=4a^2\int_0^\infty r e^{-2ar}J_0(qr)\,dr=\left[1+\left(\frac{q}{2a}\right)^2\right]^{-3/2}.
\]
The potential energy is \(\int V(q)\rho(q)\,d^2q/(2\pi)^2\), and \(d^2q=2\pi q\,dq\), so
\[
E(a)=\frac{a^2}{2m}-\int_0^\infty\frac{\rho(q)}{\kappa+r_0q}\,dq .
\]
Minimising over \(a\) gives a binding energy of 204.0 meV. A trial energy cannot lie below the true ground state of the model, so this binding should not exceed the radial result. It is smaller by 2%.

**Density of the band electrons.** In one valley and one spin branch, the number of states per area is \(k\,dk/2\pi\). With \(E=\hbar^2k^2/2m\), \(k\,dk=m\,dE/\hbar^2\), so the density of states is \(m/2\pi\hbar^2\). For a nondegenerate gas, the Boltzmann factor integrates to \(kT\) above the band edge. Each branch therefore contributes \(N_1e^{\mu/kT}\), times \(x\) if its edge lies at \(\Delta\), where
\[
N_1=\frac{m kT}{2\pi\hbar^2}=1.620\times10^{12}\ \text{cm}^{-2}.
\]
Two valleys and both spin branches give
\[
n=N_1(2+2x)e^{\mu/kT}.
\]

**Cancellation of the splitting.** Let \(N_+\) and \(N_0\) be the densities of ionised and neutral donors. From part (b),
\[
\frac{N_+}{N_0}=\frac1g e^{(E_D-\mu)/kT}=\frac{1}{2+2x}e^{-(E_b+\mu)/kT}.
\]
Multiplication by \(n\) removes both \(\mu\) and the spin-valley factors:
\[
\frac{nN_+}{N_0}=N_1e^{-E_b/kT}\equiv K .
\]
The upper doublet makes the neutral donor more probable, and the upper band branch makes the free electron more probable by the same factor. For equal masses and equal binding energies, the splitting affects \(g\) but leaves the ionisation balance unchanged.

With \(E_b/kT=208.8/25.852=8.077\), \(K=5.04\times10^8\) cm⁻². Charge neutrality requires \(N_+=n\), and then \(N_0=N_D-n\):
\[
n^2+Kn-KN_D=0,\qquad
n=\frac{-K+\sqrt{K^2+4KN_D}}{2}.
\]
The positive root is needed because \(n\) is a density. It gives
\[
n=\frac{-0.0504+4.490}{2}\times10^{10}=2.22\times10^{10}\ \text{cm}^{-2}.
\]
About 2.2% of the donors are ionised. The Fermi level is 136 meV below the band edge, so \(e^{\mu/kT}\approx0.005\), and the nondegenerate approximation is justified. A neutrality calculation with full Fermi integrals gives \(2.218\times10^{10}\) cm⁻². Repeating it with \(\Delta=0\) in both donor and band gives the same value to four digits. The cancellation is exact only for Boltzmann statistics; with Fermi integrals the two densities differ by about 2 parts in \(10^4\).

**The inconsistent count.** If the upper band branch is omitted while the donor keeps \(g=2+2x\), the constant becomes \(K/(1+x)\). At weak ionisation \(n\simeq\sqrt{KN_D}\), so the density is too small by the factor
\[
\sqrt{1+x}=1.146 .
\]
The full calculation gives \(1.937\times10^{10}\) cm⁻² for the inconsistent case and a ratio of 1.145. The correct density is thus about 14% larger than the inconsistent one.

**What the single-electron, single-orbital model omits.** Four estimates use the numbers of this example.

*Excited orbitals.* The 2p level, with two orbital orientations, is bound by 67.8 meV and the 2s level by 52.1 meV. If they have the same spin-valley splitting as the ground state, they multiply \(g\) by
\[
1+2e^{-(208.8-67.8)/25.852}+e^{-(208.8-52.1)/25.852}=1.011 .
\]
This raises \(g\) from 2.63 to 2.66. Higher levels are not included. Each of the next few shells would add about another 0.4%, but their mean radii, 6.5 nm and more, exceed the donor spacing given below, so they cannot be counted as levels of a separate donor.

*A second electron.* Assume that a neutral donor binds a second electron by one tenth of \(E_b\), or 20.9 meV. There are six ways to place two electrons in four states. Including them in the neutrality condition leaves 2.66% of donors positive and makes 0.83% negative. The free density is the difference, \(1.83\times10^{10}\) cm⁻², 18% below the earlier value. The ratio of one-electron to empty weights, and hence \(g\), does not change, but the formula for \(f\), which allows at most one electron, is then approximate.

*Screening by free electrons.* For a nondegenerate gas \(\partial n/\partial\mu=n/kT\). In linear static screening, the denominator of \(V(q)\) gains the term \(2\pi n/kT\). At the density found above, the trial binding energy falls by 17 meV. Since \(n\simeq\sqrt{KN_D}\), inserting this once into \(K\) raises \(n\) by a factor of about \(e^{17/(2\times25.852)}=1.39\); the new density alters the screening again, and repeating the step until it settles gives a total factor of about 1.6. This is a rough estimate, because only about two free electrons lie within a screening length (about 58 nm at the unscreened density) of the donor, too few to form a smooth screening cloud. It also leaves out screening by donors that change their charge state. At weak ionisation their response, \(N_Df(1-f)/kT\approx n/kT\), is about as large as that of the free electrons, and including it in the same linear estimate raises the factor to about 2.6. A shift common to both doublets leaves \(g\) unchanged.

*Neighbouring donors.* The mean orbital radius is 1.04 nm, while \(1/\sqrt{\pi N_D}=5.64\) nm. Treating a typical donor as separate is reasonable at this density. Donors placed at random also form closer pairs, however: the chance of a neighbour within 3 nm is \(1-e^{-\pi(3\,\text{nm})^2N_D}\approx0.25\), and for such pairs the approximation is doubtful.

Taken one at a time, the corrections given a number here change the free density by factors that reach roughly 1.6 to 2.6 in the case of screening, while \(g\) is much less affected by them.

## Variation 1: the donor mixes the valleys

Let a nonmagnetic donor have a spin-conserving matrix element \(W\) between the valleys. How does \(g\) change?

Spin conservation couples K up to K' up. These states are already separated by \(\Delta\). Measured from \(E_D\), their Hamiltonian is
\[
\begin{pmatrix}0&W\\W^*&\Delta\end{pmatrix}.
\]
Its eigenvalues satisfy \(\lambda(\lambda-\Delta)-|W|^2=0\), so
\[
\lambda_\pm=\frac{\Delta\pm S}{2},\qquad S=\sqrt{\Delta^2+4|W|^2}.
\]
The spin-down pair has the same eigenvalues by time reversal. Two doublets remain, now separated by \(S\), and relative to the new lowest level
\[
g=2+2e^{-S/kT}.
\]
For \(|W|\ll\Delta\), \(S\simeq\Delta+2|W|^2/\Delta\): the correction is of second order. Without spin-orbit coupling the splitting would instead be \(2|W|\), of first order. Spin-orbit coupling thus protects the result against weak valley mixing.

For \(W=5\) meV, \(S=31.6\) meV and \(g=2.59\). For \(W=10\) meV, \(S=36.1\) meV and \(g=2.50\). The lower level also drops by \((S-\Delta)/2\), or 3.0 meV in the second case, so the cancellation found in part (d) no longer holds.

## Variation 2: the spin branches have different masses

Keep the band splitting at 30 meV, but let the lower branch have mass \(0.34\,m_e\) and the upper branch \(0.26\,m_e\). What is \(g\) now?

Each donor level lies below its own band edge. If the binding energies are \(E_1\) for the lower branch and \(E_2\) for the upper, the levels are \(-E_1\) and \(\Delta_{\text{band}}-E_2\). Their separation is
\[
\Delta_{\text{donor}}=\Delta_{\text{band}}+E_1-E_2 .
\]
A larger mass lowers the kinetic energy of any given orbital and therefore increases the binding. The same radial calculation gives \(E_1=221.2\) meV and \(E_2=195.0\) meV. Hence
\[
\Delta_{\text{donor}}=30.0+221.2-195.0=56.2\ \text{meV},
\]
\[
g=2+2e^{-56.2/25.852}=2.23 .
\]
If the upper branch were the heavier one, the binding difference would reduce the donor splitting instead, and a large enough difference would reverse the order of the two doublets.

The ionisation constant also changes. The band contributes \(2m_1+2m_2e^{-\Delta_{\text{band}}/kT}\) and the donor \(2+2e^{-\Delta_{\text{donor}}/kT}\), so
\[
K=\frac{kT}{2\pi\hbar^2}\,
\frac{m_1+m_2e^{-\Delta_{\text{band}}/kT}}{1+e^{-\Delta_{\text{donor}}/kT}}\,e^{-E_1/kT}.
\]
For equal masses and bindings this returns to \(N_1e^{-E_b/kT}\).

This variation bears directly on real WS₂. The band splitting, masses and dielectric data used here are rough typical values, and the lower conduction branch in this material is the heavier. The equal-mass assumption therefore needs examination: with the masses above, relaxing it moves \(g\) from 2.63 to 2.23, more than any other correction to \(g\) estimated here. A value near 2.6 applies when the donor levels themselves are 30 meV apart; a 30 meV band splitting does not guarantee it. The count also assumes that only K and K' matter. WS₂ has further conduction-band minima, the Q valleys, not far above them. Their heavier mass binds a donor electron more deeply, so their donor levels can come close to those of K or even fall below them. The sum for \(g\) must then include these levels, and the result can differ greatly from 2.6. A real dopant may also have a strong short-range potential, which changes its binding and valley mixing, so its level splitting has to be found for that dopant. Finally, the Boltzmann expression for \(n\) requires a density well below \(N_1(2+2x)\approx4\times10^{12}\) cm⁻², a condition that a strongly gated channel can violate. The numerical output below lists the values used.

## Computed values

```
Temperature: 300 K; kT: 25.852 meV
Donor-level splitting Delta: 30.0 meV
Delta/kT: 1.1605; exp(-Delta/kT): 0.3133
g from 16-state donor: 2.6267; from formula: 2.6267
Share of bound electrons in upper doublet: 0.2386
g at 77 K: 2.0218
g at 150 K: 2.1964
g at 400 K: 2.8376
Factor if energy is measured from mean level: 4.6924
Occupation at mu = E_D, one electron at most: 0.7243
Mean electron number at mu = E_D without repulsion: 1.4772
Example: rough WS2 monolayer in hBN
Mass: 0.30 m_e; dielectric constant: 4.5
Screening length r0: 4.0 nm; donor density: 1.0e+12 cm^-2
Donor binding energy, 1s: 208.8 meV
Binding of 2p: 67.8 meV; of 2s: 52.1 meV
Variational 1s binding: 204.0 meV
N1, one spin-valley branch: 1.620e+12 cm^-2
Ionisation constant N1 exp(-E_b/kT): 5.040e+08 cm^-2
Electron density, full neutrality: 2.218e+10 cm^-2
Electron density, mass-action law: 2.220e+10 cm^-2
Electron density with Delta = 0 throughout: 2.218e+10 cm^-2
Electron density, upper band wrongly dropped: 1.937e+10 cm^-2
Ratio correct/wrong: 1.1448; sqrt(1+x): 1.1460
Fermi level from band edge: -135.8 meV; ionised: 2.22 %
Neglected effects
Unequal masses, lower/upper: 0.34/0.26 m_e
Their donor bindings: 221.2/195.0 meV
Donor splitting then: 56.2 meV; g then: 2.227
Valley-orbit W = 5 meV: splitting 31.62 meV, g 2.5886
Valley-orbit W = 10 meV: splitting 36.06 meV, g 2.4958
Relative increase of g from 2p and 2s: 1.092 %
Assumed affinity for second electron: 20.9 meV
Donors with two electrons: 0.833 %
Ionised donors in that case: 2.659 %
Electron density in that case: 1.826e+10 cm^-2
Binding loss by free-carrier screening: 17.06 meV
Mean 1s radius: 1.04 nm
Donor spacing radius 1/sqrt(pi N_D): 5.64 nm
```
